# Radiative correction to the Zemach hyperfine term for dipole form factors

## Problem

An electron of mass $m$ is bound in an s state to an infinitely heavy spin-1/2 nucleus of charge $Z$. Both normalized form factors of the nucleus are dipoles,
$$G_E(k)=\frac{G_M(k)}{G_M(0)}=\Big(1+\frac{k^2}{\Lambda^2}\Big)^{-2},\qquad \Lambda\gg m .$$
Let $E_F$ be the point-nucleus Fermi splitting without the electron's anomalous moment. Use $\hbar=c=1$, $e^2=4\pi\alpha$.

(a) Find the relative change of the splitting of first order in $Z\alpha m/\Lambda$ (the Zemach term).

(b) One-loop radiative corrections multiply this term by $1+\delta$. Find the part of $\delta$ due to electron vacuum polarization.

(c) Find the part due to radiative corrections on the electron line.

(d) Give $\delta$ for $m\ll\Lambda$ and evaluate it for $\Lambda=1600\,m$, $Z=1$. Is it about 1.5 percent in hydrogen?

Recoil, radiation from the nucleus, and muonic and hadronic polarization are left out. The radiative correction for a point nucleus is counted separately and is subtracted.

## Solution

### (a) The Zemach term

The nucleus is a static source, so exchanged photons carry $q=(0,\mathbf k)$, with $q^2=-k^2$. At $k\gg Z\alpha m$ the atomic momenta can be neglected: the electron starts and ends at rest, with one Coulomb and one magnetic exchange between. The Coulomb potential is $-4\pi Z\alpha G_E/k^2$ and the nonrelativistic propagator is $-2m/k^2$. After averaging over directions, the magnetic interaction in an s state depends on $k$ through $G_M$ alone. The two orderings give a factor 2. With $F=(1+k^2/\Lambda^2)^{-4}$,
$$2\int\!\frac{d^3k}{(2\pi)^3}\,\frac{4\pi Z\alpha}{k^2}\,\frac{2m}{k^2}\,F
=\frac{8Z\alpha m}{\pi}\int_0^\infty\!\frac{dk}{k^2}\,F .$$
For $F=1$ this is part of the point-nucleus Coulomb wave function, already in $E_F$. Hence
$$\frac{\Delta E_Z}{E_F}=\frac{8Z\alpha m}{\pi}\int_0^\infty\frac{dk}{k^2}\,(F-1).\tag{1}$$

The integral extends to $k\sim\Lambda\gg m$, so the nonrelativistic propagator needs justification. For $p=(m,\mathbf 0)$ we have $p\cdot q=0$, and the Dirac line is
$$\bar u\gamma^0\frac{\not p+\not q+m}{(p+q)^2-m^2}\gamma^iu
=-\frac1{k^2}\,\bar u\gamma^0\not q\gamma^iu .$$
The terms with $m$ vanish because $\gamma^0u=u$ and $\bar u\gamma^iu=0$. With $\not q=-k^j\gamma^j$, the spin part is $-i(\boldsymbol\sigma\times\mathbf k)^i/k^2$. The nonrelativistic product of $-2m/k^2$ and the spin current $i(\boldsymbol\sigma\times\mathbf k)^i/2m$ is the same, at every $k/m$. The spin-independent part is along $k^i$ and drops out against the transverse nuclear magnetic field.

To do the integral, set $\kappa=k/\Lambda$ and keep a power $s$ for later use. Integration by parts, with vanishing boundary terms for $-1<s<1$, gives
$$J(s)=\int_0^\infty\! d\kappa\,\kappa^{s-2}\big[(1+\kappa^2)^{-4}-1\big]
=\frac{8}{s-1}\int_0^\infty\!\frac{\kappa^s\,d\kappa}{(1+\kappa^2)^5}
=\frac{\Gamma(\frac{s+1}2)\,\Gamma(\frac{9-s}2)}{6(s-1)} .\tag{2}$$
Thus $J(0)=-\frac16\sqrt\pi\cdot\frac{105}{16}\sqrt\pi=-35\pi/32$, and
$$\frac{\Delta E_Z}{E_F}=-2Z\alpha m\,r_Z,\qquad r_Z=\frac{35}{8\Lambda}.\tag{3}$$
The extended charge lowers the electron density at the nucleus, and the extended magnetization samples density away from the center, where it is smaller. Both reduce the splitting. A numerical Schrödinger solution with $\Lambda=1000$ atomic units gives a relative shift of $-0.008804$, against $-0.008750$ from (3). The two differ by 0.6 percent of the shift; (3) keeps only the first order in $1/\Lambda$.

### Which momenta matter

Radiation multiplies the integrand of (1) by $1+2\Pi(k)+(\alpha/\pi)r(k)$: $\Pi$ corrects each of the two photons and $r$ corrects the electron line. The term with $F=1$ is the point-nucleus correction and is subtracted, so
$$\delta=\Big\langle 2\Pi+\frac{\alpha}{\pi}r\Big\rangle,\qquad
\langle X\rangle=\frac{\int dk\,k^{-2}(F-1)X}{\int dk\,k^{-2}(F-1)} .\tag{4}$$
At $k\ll\Lambda$ the weight $(F-1)/k^2$ tends to the constant $-4/\Lambda^2$. The region $k\sim m$ then contributes about $m/\Lambda^2$, while the denominator is of order $1/\Lambda$. Here $r$ stays finite as $k\to0$, where charge is not renormalized and the magnetic coupling acquires the finite anomalous moment. To leading order in $m/\Lambda$, the forms of $\Pi$ and $r$ at $k\gg m$ are therefore sufficient.

### (b) Vacuum polarization

Let the electron loop be $i\Pi^{\mu\nu}$, with $\Pi^{\mu\nu}=(q^2g^{\mu\nu}-q^\mu q^\nu)\Pi_2$ by current conservation. Its $q^\mu q^\nu$ term suffices to find $\Pi_2$. Combine the two electron denominators with a Feynman parameter $x$ and shift $l\to l-xq$. The trace then contains $-8x(1-x)q^\mu q^\nu$, and the factors from the closed loop, vertices and propagators multiply to $-e^2$. In $d=4-2\varepsilon$ dimensions, up to constants independent of $q^2$,
$$\Pi_2=-\frac{2\alpha}{\pi}\int_0^1\!dx\,x(1-x)\Big[\frac1\varepsilon-\ln\big(m^2+x(1-x)k^2\big)\Big].$$
The propagator is multiplied by $1/(1-\Pi_2)$. Subtracting at $k=0$ keeps $e$ the measured charge:
$$\Pi(k)=\frac{2\alpha}\pi\int_0^1\!dx\,x(1-x)\ln\!\Big[1+x(1-x)\frac{k^2}{m^2}\Big]
\;\xrightarrow{k\gg m}\;\frac{\alpha}{3\pi}\Big[\ln\frac{k^2}{m^2}-\frac53\Big].\tag{5}$$
The limit uses $\int x(1-x)\,dx=\frac16$ and $\int x(1-x)\ln[x(1-x)]\,dx=-\frac5{18}$.

The mean logarithm follows from (2), since a derivative with respect to $s$ brings down $\ln\kappa$:
$$\Big\langle\ln\frac{k^2}{\Lambda^2}\Big\rangle=2\,\frac{J'(0)}{J(0)}
=2+\psi(\tfrac12)-\psi(\tfrac92)
=2-2\Big(1+\frac13+\frac15+\frac17\Big)=-\frac{142}{105}.$$
The recurrence $\psi(x+1)=\psi(x)+1/x$ was used four times. The two photons together give
$$\delta_{\rm VP}=\frac{\alpha}{3\pi}\,2\Big[\ln\frac{\Lambda^2}{m^2}-\frac{142}{105}-\frac53\Big]
=\frac{\alpha}{3\pi}\Big[2\ln\frac{\Lambda^2}{m^2}-\frac{634}{105}\Big].\tag{6}$$

The first mass correction can also be found. The difference between the full and limiting forms in (5), in units of $\alpha/3\pi$, integrates to
$$6\int_0^1\!dx\,x(1-x)\int_0^\infty\!dk\,\ln\!\Big[1+\frac{m^2}{x(1-x)k^2}\Big]
=6\pi m\int_0^1\!dx\sqrt{x(1-x)}=\frac{3\pi^2m}4 .$$
Multiplying by 2 for the photons and by the normalized weight $(4/\Lambda^2)/(35\pi/32\Lambda)$ adds $(192\pi/35)\,m/\Lambda$ to the bracket in (6).

### (c) The electron line

**Setting up the loop.** In Feynman gauge, an added photon contributes two vertices, $(-ie)^2$, its propagator factor $-i$, and two further electron propagators, $i^2$. The product is $-ie^2$. Write
$$[X]=\int\frac{d^dl}{i\pi^{d/2}}\,X .$$
Each correction is then $\alpha/4\pi$ times such an integral. The omitted factor $(4\pi)^{\varepsilon}$ tends to one and is harmless because the hard and soft sums below are separately finite.

At $k\gg m$ the loop has a hard region, $l\sim k$, and a soft region, $l\sim m$. Adding the crossed diagram removes the part symmetric in the two vertex indices. What remains is the totally antisymmetric product $\Gamma^{0\rho i}q_\rho$, equal to $T=\gamma^0\not q\gamma^i$ for $i$ transverse to $\mathbf k$. For an antisymmetric product $\Gamma_n$ of $n$ gamma matrices,
$$\gamma_\alpha\Gamma_n\gamma^\alpha=(-1)^n(d-2n)\Gamma_n .\tag{7}$$
Each of the $n$ matrices in $\Gamma_n$ contributes one sign when $\gamma_\alpha$ is one of them, and the other $d-n$ contribute the opposite sign. No $\gamma_5$ is needed.

**Hard region.** Set $p=m=0$ and $k^2=1$, so $q^2=-1$. Let $h=d/2$ and $\Delta=y(1-y)$. Then
$$\frac1{(l^2)^n(l+q)^2}=n\int_0^1\!\frac{dy\,(1-y)^{n-1}}{[(l+yq)^2-\Delta]^{n+1}},$$
$$\Big[\frac1{(l^2-\Delta)^N}\Big]=(-1)^N\frac{\Gamma(N-h)}{\Gamma(N)}\Delta^{h-N},$$
$$\Big[\frac{l^al^b}{(l^2-\Delta)^N}\Big]=(-1)^{N-1}\frac{g^{ab}}2\,\frac{\Gamma(N-1-h)}{\Gamma(N)}\Delta^{h-N+1}.$$
All results are multiples of $b=[1/l^2(l+q)^2]=\Gamma(2-h)\int_0^1dy\,\Delta^{h-2}$, which behaves as $1/\varepsilon$.

*Self-energy.* Equation (7) gives $\gamma_\alpha(\not l+\not q)\gamma^\alpha=(2-d)(\not l+\not q)$. The symmetry $y\leftrightarrow1-y$ gives $[(l+q)^a/l^2(l+q)^2]=q^ab/2$. Relative to the tree line the correction is $-(d-2)b/2$.

*Vertex.* For $n=2$, shifting $l\to l-yq$ gives
$$\Big[\frac{l^a(l+q)^b}{(l^2)^2(l+q)^2}\Big]=\frac b4\,g^{ab}+\frac{(d-4)b}4\,\frac{q^aq^b}{q^2}.$$
The first coefficient is $\frac12\Gamma(2-h)\int(1-y)\Delta^{h-2}dy$, where symmetry replaces $1-y$ by $\frac12$. The second is $-\frac12\Gamma(3-h)\int\Delta^{h-2}dy=-\frac12(2-h)b$. The matrix structure is $\gamma_\alpha(\not l+\not q)\gamma^i\not l\gamma^\alpha$. By (7), $g^{ab}$ gives $(d-2)^2\gamma^i$. Since $\not q\gamma^i\not q=-q^2\gamma^i$, the second tensor gives $(d-2)\gamma^i$. Each vertex therefore contributes
$$\frac{(d-2)^2b}4+\frac{(d-2)(d-4)b}4=\frac{(d-2)(d-3)b}2 .$$
The Coulomb vertex gives the same, since $q^0=0$.

*Spanning photon.* For $n=3$,
$$\Big[\frac{l^a(l+q)^\rho l^b}{(l^2)^3(l+q)^2}\Big]=\frac1{q^2}\Big[Dg^{ab}q^\rho+E(g^{a\rho}q^b+g^{b\rho}q^a)+F_3\frac{q^aq^bq^\rho}{q^2}\Big].$$
The shift $l\to l-yq$ yields
$$D=\frac{\Gamma(3-h)}4\int_0^1\!(1-y)^3\Delta^{h-3}dy=-\frac{d\,b}{16},$$
$$E=-\frac{\Gamma(3-h)}4\int_0^1\!(1-y)\Delta^{h-2}dy=\frac{(d-4)b}{16},$$
$$F_3=\frac{\Gamma(4-h)}2\int_0^1\!(1-y)\Delta^{h-2}dy=\frac{(d-4)(d-6)b}{16}.$$
For $D$, the ratio of Beta functions $B(h-2,h+1)/B(h-1,h-1)=h/[2(h-2)]$ was used.

The matrix structure is $\gamma_\alpha\not l\,\Gamma^{0\rho i}(l+q)_\rho\not l\gamma^\alpha$. The $D$ tensor gives $(6-d)^2T$. For $E$, $\gamma_\rho\Gamma^{0\rho i}=\Gamma^{0\rho i}\gamma_\rho=-(d-2)\gamma^0\gamma^i$ and $\{\not q,\gamma^0\gamma^i\}=-2T$, so it gives $2(d-2)(6-d)T$. For $F_3$, $\not qT\not q=q^2T$ gives $(6-d)T$. The sum is
$$\frac{(6-d)b}{16}\big[-d(6-d)+2(d-2)(d-4)+(d-4)(d-6)\big]
=\frac{(6-d)(d-2)(d-5)b}4 .$$

External-leg corrections have no scale in this region and vanish in dimensional regularization. One self-energy, two vertices and the spanning photon add up to
$$(d-2)b\Big[-\frac12+(d-3)+\frac{(6-d)(d-5)}4\Big]
=\frac{(d-2)(d-4)(11-d)}4\,b\;\longrightarrow\;-7,\tag{8}$$
because $(d-4)b=-2\varepsilon b\to-2$. The logarithms of $k$ cancel together with the poles.

**Soft region.** When the loop momentum is of order $m$, the spanning diagram has leading size: its central propagator becomes $\not q/q^2$, and the added photon encloses a local insertion $\Gamma_3=\gamma^0\gamma^j\gamma^i$. The other internal diagrams have too few soft denominators to compensate $d^4l$ and are suppressed by powers of $m/k$.

The external-leg factor $Z_2$ must now be included. The Ward identity says that it cancels the vertex correction to $\gamma^0$ at zero momentum transfer. The soft result is therefore the $\Gamma_3$ vertex minus the $\gamma^0$ vertex. Set $m=1$. Both vertices have the form
$$\Big[\frac{\gamma_\alpha(\not l+1)\Gamma(\not l+1)\gamma^\alpha}{(l^2-1)^2(l-p)^2}\Big],$$
with Feynman denominator $[(l-yp)^2-(1-y)^2]^3$ and weight $2(1-y)$. Write the integrals of $l^al^b$, $l^a$ and $1$ as $Pg^{ab}+Rp^ap^b$, $Sp^a$ and $U$. Then $P=1/(4\varepsilon)+O(1)$, while $R,S,U$ are $-\int dy\,(1-y)^{-1}\{y^2,y,1\}$, with their infrared divergences regulated dimensionally. Between spinors at rest, where $\not p=\gamma^0$, equation (7) gives
$$\gamma^0:\quad(2-d)^2P+(2-d)(R+U)+2d\,S,$$
$$\Gamma_3:\quad(6-d)^2P+(6-d)(R+U)+2(d-4)S .$$
Their difference is
$$8(4-d)P+4(R+U-2S)=16\varepsilon\cdot\frac1{4\varepsilon}-4\int_0^1\!dy\,\frac{(1-y)^2}{1-y}=4-2=2 .\tag{9}$$
The infrared divergences have canceled in $R+U-2S$. Adding (8) and (9),
$$\frac{\alpha}{\pi}\,r(\infty)=\frac{\alpha}{4\pi}(-7+2)\quad\Rightarrow\quad r(\infty)=-\frac54 .\tag{10}$$

This limit was tested without separating regions. All one-loop diagrams with a massive electron were summed under one four-dimensional Euclidean photon integral, with mass and wave-function subtractions on shell. The results are $r=-1.204$, $-1.243$ and $-1.249$ at $k/m=10$, 30 and 100. The approach to $-5/4$ is faster than $m/k$ over this range.

### (d) Result and numbers

Since $r(\infty)$ is constant, its weighted mean is itself, and $-\frac54\alpha/\pi=-\frac{15}4\,\alpha/3\pi$. With (6),
$$-\frac{634}{105}-\frac{15}4=-\frac{2536+1575}{420}=-\frac{4111}{420},$$
$$\boxed{\;\delta=\frac{\alpha}{3\pi}\Big[2\ln\frac{\Lambda^2}{m^2}-\frac{4111}{420}\Big]+O\!\Big(\alpha\frac m\Lambda\Big)\;}\tag{11}$$
The large logarithm comes from vacuum polarization: at $k\sim\Lambda$ the electron and nucleus interact through a less screened charge. The electron line has no such logarithm and reduces the enhancement. Since the Zemach term is negative, $\delta>0$ lowers the splitting further.

For $\Lambda=1600\,m$, $2\ln(\Lambda^2/m^2)=29.511$ and $\alpha/3\pi=7.7427\times10^{-4}$, so
$$\delta=7.7427\times10^{-4}\,(29.511-9.788)\approx0.0153 .$$
Polarization supplies $+1.82$ percent and the electron line $-0.29$ percent of the Zemach term. The polarization bracket is 23.4729 in the limit (6); its mass correction, 0.0108, brings it to 23.4837, in agreement with integration of the full function (5).

In atomic units $\Lambda=m/\alpha\times1600=2.1926\times10^5$, so $r_Z=35/(8\Lambda)=1.995\times10^{-5}$ bohr. For $Z=1$ the Zemach term is $-39.91$ ppm of $E_F$, and the radiative addition is
$$-39.9\ \text{ppm}\times0.0153\approx-0.61\ \text{ppm of }E_F .$$

For hydrogen, $\Lambda$ can be fixed by the proton charge radius $r_p$. Comparing $G_E=1-2k^2/\Lambda^2+\dots$ with $1-r_p^2k^2/6+\dots$ gives $\Lambda=\sqrt{12}/r_p$. The tabulated radius, 0.8407 fm, yields $\Lambda/m\approx1591$ and $\delta\approx1.53$ percent. The stated 1.5 percent is thus confirmed within the single-dipole model, for the electron loop and the electron line only. Two omissions are not small for the real atom. The muon loop, inserted in (4) with the same point-nucleus subtraction, adds about 0.3 percentage points, as large as the electron-line part and opposite in sign. Also, $\Lambda$ is about 0.87 of the proton mass, so the proton is not static at $k\sim\Lambda$ and recoil terms must be added separately. The dependence of this ratio on $\Lambda$ is weak: changing $\Lambda$ by 1 percent changes $\delta$ by $4(\alpha/3\pi)\times0.01\approx3\times10^{-5}$, or 0.003 percentage points. The Zemach term itself changes by 1 percent.

For another form-factor product $F$ with $\Lambda\gg m$, (10) is unchanged and only the mean logarithm must be recomputed:
$$\delta=\frac{\alpha}{3\pi}\Big[2\Big\langle\ln\frac{k^2}{m^2}\Big\rangle-\frac{10}3-\frac{15}4\Big].$$
The expansion loses its value when $\Lambda$ approaches the mass of the bound lepton. At $\Lambda=10\,m$ the first mass correction to the polarization bracket is already 1.7, compared with a leading value of 3.2. The full functions $\Pi(k)$ and $r(k)$ must then be kept in (4), and recoil, which must be examined whenever $\Lambda$ is not small against the nuclear mass, remains outside this treatment.

## Table of computed values

```
Direct massive electron-line integral, r in units alpha/pi
  k/m =    10   r = -1.2041
  k/m =    30   r = -1.2427
  k/m =   100   r = -1.2491
  k/m =   100   r = -1.2491 (coarser grid)
Limit from hard and soft regions: r = -1.250000
Hard region, units alpha/4pi: -7.000000
Soft region, units alpha/4pi: 2.000000
  soft part from eps/eps: 4.000000
  soft finite integral: -2.000000
Mean of ln(k^2/Lambda^2): -1.352381
Constant in the bracket: -4111/420 = -9.788095
Schroedinger test, Lambda = 1000 a.u.
  relative hfs shift, numerical: -0.008804
  relative hfs shift, Zemach law: -0.008750
Example: Z = 1, Lambda/m = 1600
  alpha/(3 pi) = 7.742732e-04
  2 ln(Lambda^2/m^2) = 29.51104
  polarization bracket, full mass dependence: 23.48370
  polarization bracket, limit m << Lambda: 23.47294
  first mass correction of that bracket: 0.01077
  polarization part of delta: 1.8174 percent
  electron-line part of delta: -0.2904 percent
  delta = 1.5271 percent
  Lambda = 219257.6 a.u. of momentum
  Zemach radius = 1.99537e-05 bohr
  Zemach term = -39.9074 ppm of E_F
  radiative addition = -0.6094 ppm of E_F
Hydrogen, single dipole fixed by the proton charge radius
  charge radius input = 0.8407 fm
  Lambda/m = 1591.1
  delta = 1.525 percent
```
